# Non-negative ring-anode currents for uniform wafer plating by constrained least squares

## Definitions and conventions

A circular wafer of radius $R$ forms the floor of a cylinder with insulating walls. Electrolyte of conductivity $\kappa$ fills the cylinder up to concentric ring anodes at height $z=H$. The wafer carries a thin metal seed film of sheet resistance $R_s$, contacted around its whole edge. Everything is axisymmetric and steady.

The wafer current density $i(r)$ is positive from electrolyte into metal. Its area mean is $i_0$, so the total current is $I=\pi R^2 i_0$. Ring $j$ delivers the fraction $x_j$ of $I$, spread uniformly over its area. With $\langle\cdot\rangle$ the area mean over the wafer, the task is

$$\min_x\; q=\Big\langle (i/i_0-1)^2\Big\rangle ,\qquad x_j\ge 0,\qquad \sum_j x_j=1 .$$

The relative rms nonuniformity is $\sqrt q$. A negative $x_j$ would make that ring a net cathode, on which copper would deposit; the sign constraint excludes this. With the uniform ring density assumed here, no part of a ring is then cathodic; metal rings can behave differently, as noted at the end.

## A case small enough for hand work

Suppose the wafer's deviation from uniformity has two independent components, $y=(y_1,y_2)$, with $q=y_1^2+y_2^2$. Three anodes of equal area change it by

$$m_1=(-1,1),\quad m_2=(0,-2),\quad m_3=(1,1),$$

per unit fraction. These add to zero, so equal fractions cause no deviation of their own. The seed resistance adds a fixed deviation $t=(2,1)$. The numbers are chosen for easy arithmetic, not realism.

Because $\sum_j x_j=1$, the fixed part can be written $t=\sum_j x_j t$. It joins the columns, $b_j=m_j+t$:

$$b_1=(1,2),\quad b_2=(2,-1),\quad b_3=(3,2),\qquad y=\sum_j x_jb_j .$$

As $x$ runs over the allowed fractions, $y$ fills the triangle with corners $b_1,b_2,b_3$. We want its point nearest the origin.

**Signs ignored.** Setting $y=0$ gives $-x_1+x_3=-2$ and $x_1-2x_2+x_3=-1$. Since $x_1+x_3=1-x_2$, the second equation is $1-3x_2=-1$, so $x_2=2/3$. Then $x_1+x_3=1/3$, hence $x_1=7/6$ and $x_3=-5/6$. Perfect uniformity would need a negative current.

**Clipping.** Dropping $x_3$ and rescaling gives $x=(7/11,4/11,0)$, $y=(15/11,10/11)$ and $q=325/121\approx2.69$.

**The constrained optimum.** Try the side $x=(a,1-a,0)$. There $y=(2-a,\,3a-1)$, and

$$\frac{dq}{da}=-2(2-a)+6(3a-1)=20a-10=0 .$$

So $a=1/2$, $y=(3/2,1/2)$ and $q=5/2$, below the clipped value. To see whether ring 3 could help, compute $g_j=b_j\cdot y$: $g_1=5/2$, $g_2=5/2$, $g_3=11/2$. Moving a small fraction $\varepsilon$ of the current to ring $j$ changes $q$ by $2\varepsilon(g_j-q)$ to first order. No $g_j$ lies below $q$, so no such move helps.

**The same answer from non-negative least squares.** Minimise

$$F(u)=|Bu|^2+\Big(\sum_j u_j-1\Big)^2,\qquad u_j\ge0,$$

where $B$ has columns $b_j$. Half the downhill slope along $u_j$ is

$$w_j=1-\sum_l u_l-b_j\cdot Bu .$$

At $u=0$ all $w_j=1$; take ring 1 first. Its best value is $u_1=1/(|b_1|^2+1)=1/6$. Since $b_1\cdot b_2=0$ and $b_1\cdot b_3=7$, now $w_2=5/6$ and $w_3=5/6-7/6<0$. Ring 2 enters, and $w_1=w_2=0$ reads

$$6u_1+u_2=1,\qquad u_1+6u_2=1,$$

so $u_1=u_2=1/7$. Then $w_3=1-2/7-11/7<0$, and the procedure stops. Dividing by $\sum_j u_j=2/7$ returns $x=(1/2,1/2,0)$.

## The influence matrix of the real cell

**Modes.** Let $J_1(k_nR)=0$, $k_n>0$. The functions $J_0(k_nr)$ have zero slope at $R$, as the insulating wall requires. They are orthogonal with weight $r$, to each other and to a constant. For their norm, put $v=J_0(kr)$, which obeys $(rv')'=-k^2rv$. Then

$$\frac{d}{dr}\left[(rv')^2+k^2r^2v^2\right]=2rv'(-k^2rv)+2k^2rv^2+2k^2r^2vv'=2k^2rv^2 .$$

Integrating with $v'(R)=0$ gives $\int_0^R v^2r\,dr=\tfrac12R^2J_0(kR)^2$. The mode amplitude of any $f(r)$ is therefore

$$f_n=\frac{2}{R^2J_0(k_nR)^2}\int_0^R fJ_0(k_nr)\,r\,dr .$$

**Electrolyte.** Let $a_n$ be the amplitudes of the anode current density. In each mode, Laplace's equation gives $\phi_n=A\cosh k_nz+C\sinh k_nz$. Downward current is $\kappa\,\partial\phi/\partial z$. At the wafer $\kappa k_nC=i_n$; at the anodes $\kappa k_n(A\sinh k_nH+C\cosh k_nH)=a_n$. Eliminating $C$,

$$\phi_n(0)=A=\frac{a_n-i_n\cosh k_nH}{\kappa k_n\sinh k_nH}.$$

**Seed film.** Current entering the film flows outward to the contact, so $(rV')'=-R_s\,i\,r$. Integration over the wafer gives $V'(R)=-R_si_0R/2$. Multiply the film equation by $J_0(k_nr)$ and integrate by parts twice. The boundary term containing $J_0'(k_nR)$ vanishes, leaving

$$RJ_0(k_nR)V'(R)-k_n^2\int_0^R VJ_0(k_nr)\,r\,dr=-R_s\int_0^R iJ_0(k_nr)\,r\,dr .$$

Multiplying by $2/[R^2J_0(k_nR)^2]$ and solving for $V_n$,

$$V_n=\frac{R_si_n}{k_n^2}-\frac{R_si_0}{k_n^2J_0(k_nR)} .$$

**Kinetics.** Take Tafel behaviour, $i\propto e^{\eta/b}$, with $b=R_gT/(\alpha F)$. Here $R_g$ is the gas constant, $F$ Faraday's constant, $\alpha$ the transfer coefficient, and $\eta=\phi(0)-V$ up to a constant. Linearised at $i_0$, the slope is $\rho=d\eta/di=b/i_0$. The constant affects no mode with $n\ge1$, so $\rho i_n=\phi_n(0)-V_n$. Inserting both potentials and collecting $i_n$,

$$i_nD_n=\frac{a_n}{\kappa k_n\sinh k_nH}+\frac{R_si_0}{k_n^2J_0(k_nR)},\qquad D_n=\rho+\frac{\coth k_nH}{\kappa k_n}+\frac{R_s}{k_n^2}.$$

Scale by the edge value of each mode: $y_n=i_nJ_0(k_nR)/i_0$ and $s_n=a_nJ_0(k_nR)/i_0$. Then

$$y_n=T_ns_n+t_n,\qquad T_n=\frac{1}{\kappa k_n\sinh(k_nH)D_n},\qquad t_n=\frac{R_s}{k_n^2D_n}.$$

Orthogonality and the norm give $q=\frac{2}{R^2}\sum_n(i_n/i_0)^2\,\tfrac12R^2J_0(k_nR)^2=\sum_ny_n^2$.

**Rings.** A ring $r_1<r<r_2$ has density $x_ji_0R^2/(r_2^2-r_1^2)$. Since $(rJ_1(kr)/k)'=rJ_0(kr)$, its contribution to $s_n$ is $S_{nj}x_j$, with

$$S_{nj}=\frac{2\left[rJ_1(k_nr)/k_n\right]_{r_1}^{r_2}}{(r_2^2-r_1^2)J_0(k_nR)} .$$

As in the small case, $t_n$ joins every column:

$$y=Bx,\qquad B_{nj}=T_nS_{nj}+t_n .$$

**Limits.** If $R_s\to0$, then $t_n\to0$ and an even anode density gives a uniform wafer current. If $H\to\infty$, $T_n$ falls as $e^{-k_nH}$: the anodes lose control while $t_n$ remains. If $H\to0$, $\coth k_nH$ diverges and every $t_n\to0$. Each $t_n$ stays below $R_s/(\rho k_n^2)$, whose squares have a finite sum, so the nonuniformity for even density also tends to zero. This last limit relies on the density staying uniform within each ring.

## The algorithm and its proof

**Reduction.** Write $u=sx$ with $s=\sum_ju_j$. Then $F=s^2q+(s-1)^2$. Setting $2sq+2(s-1)=0$ gives $s=1/(1+q)$, and

$$F=\frac{q}{(1+q)^2}+\frac{q^2}{(1+q)^2}=\frac{q}{1+q}.$$

This increases with $q$ and is below $F(0)=1$. Minimising $F$ over $u\ge0$ therefore minimises $q$, with no penalty weight to send to infinity.

**Procedure.**

1. Start with $u=0$ and no rings in use.
2. Compute $w_j=1-\sum_lu_l-b_j\cdot Bu$ for the unused rings. If none is positive, go to step 5.
3. Put the ring with largest $w_j$ in use. Solve ordinary least squares for $F$ on the rings in use; call the result $z$.
4. If all entries of $z$ in use are positive, set $u=z$ and return to step 2. Otherwise move from $u$ towards $z$ by the fraction $\min u_j/(u_j-z_j)$, taken over entries with $z_j\le0$. Remove the rings that reach zero, solve again for $z$, and repeat this step.
5. Return $x=u/\sum_ju_j$.

The entering ring always gets $z_j>0$ in exact arithmetic. $F$ is convex and lower at $z$ than at $u$, so $w\cdot(z-u)>0$; $w$ vanishes on the rings already in use, which leaves $w_jz_j>0$. The first move thus has nonzero length and lowers $F$. No set of rings can recur as a completed solution, and there are finitely many sets, so the procedure ends.

**Certificate.** Let $y=Bx$ and $g_j=b_j\cdot y$, so $\sum_jx_jg_j=q$. The first-order change $2\varepsilon(g_j-q)$ shows that an optimum needs $g_j\ge q$ for all $j$; the weighted sum then forces equality on rings in use. Conversely, for any allowed $x'$ with $y'=Bx'$,

$$|y'|\,|y|\ge y'\cdot y=\sum_jx'_jg_j\ge\min_jg_j .$$

If $\min_jg_j=q=|y|^2$, then $|y'|\ge|y|$ and $x$ is optimal. For a trial $x$ that is not optimal, $\min_jg_j/|y|$ is still a lower bound on the best rms, useful when positive.

**Uniqueness.** Two optima must share the same $y$, or their midpoint would have smaller $|y|$. Their difference $d$ then has $\sum_jd_j=0$ and $T_n\sum_jS_{nj}d_j=0$ for all $n$. Since $T_n>0$, the corresponding anode density has no modes at all and vanishes, so $d=0$.

## What no anode can do

Zero nonuniformity requires $s_n=-t_n/T_n$, or

$$s_n=-\frac{R_s\kappa\sinh k_nH}{k_n},$$

independent of $\rho$. For a non-negative anode of fixed total current, $s_n$ is a weighted average of $J_0(k_nr)/J_0(k_nR)$. As $|J_0|\le1$, this gives $|s_n|\le1/|J_0(k_nR)|$. That limit grows only as $\sqrt n$ at large $n$, while the requirement grows exponentially. Allowing negative densities multiplies the limit by a finite constant if the density is integrable, so such densities cannot reach zero either.

The wafer edge shows a further restriction. The wall makes $\partial\phi/\partial r=0$ there, so $\rho\,i'(R)=-V'(R)$ and

$$\frac{i'(R)}{i_0}=\frac{R_sR}{2\rho}$$

whatever the ring currents are. This holds for the linearised kinetics; with the full Tafel law the right side is multiplied by $i(R)/i_0$.

## A 300 mm wafer

Take $R=15$ cm, $H=6$ cm, $\kappa=0.06$ S/cm, $i_0=10$ mA/cm² and six rings 2.5 cm wide. A 100 nm seed of resistivity 2.2 µΩ cm has $R_s=2.2\times10^{-6}/10^{-5}=0.22$ Ω per square. At 298.15 K with $\alpha=0.5$, $b=51.39$ mV and $\rho=0.05139/0.010=5.139$ Ω cm². The total current is $\pi(15)^2(0.010)=7.07$ A. For uniform current the film drops $R_si_0R^2/4=0.22\times0.010\times225/4=0.124$ V from centre to edge, more than twice $b$.

From the centre outward, the ring currents in ampere and the resulting rms are:

| Choice | Ring currents (A) | rms (%) |
|---|---|---|
| Even density | 0.20, 0.59, 0.98, 1.37, 1.77, 2.16 | 5.49 |
| Optimal | 0, 1.29, 0.24, 1.40, 4.15, 0 | 1.84 |
| Signs free | 1.43, −3.13, 7.64, −7.93, 12.55, −3.49 | 1.49 |
| Free, then clipped | 0.47, 0, 2.50, 0, 4.10, 0 | 5.03 |

The constraint costs 0.35 percentage points of rms. Clipping the free solution loses most of the gain. At the optimum, $g_j/q$ is 1.21 and 1.79 on the two idle rings and 1.00 on the other four, as the certificate requires. A search over all 63 non-empty ring subsets gave the same optimum.

With optimal currents $i/i_0$ is within 1% of unity at the sampled radii 0, 5, 10 and 14 cm, and within 2.5% everywhere inside 14 cm, but reaches 1.045 at 14.7 cm and 1.101 at the edge. The edge slope is $0.22\times15/(2\times5.139)=0.32$ per cm for every anode pattern in this linearised model. Over the last 3 mm the mean slope is 0.19 per cm for both even and optimal currents.

The sixth mode is the first that no non-negative anode can cancel even on its own: it needs $s_6=-12.9$, against the bound $|s_6|\le5.55$. Since $J_0(k_6R)>0$ and $J_0\ge-0.403$, the most negative reachable value is in fact only $-2.24$. The fifth needs 4.37 against 5.09, so it passes this test taken alone. Cancelling modes 1 to 5 together is already impossible, because $s_5=-4.37$ would require about 80% or more of the current within 2.2 cm of the centre, which keeps $s_1$ below $-1.8$ instead of the needed $-0.11$. A linear feasibility test over line rings shows that the obstruction starts one mode earlier: modes 1 to 3 can be cancelled together, modes 1 to 4 cannot.

**More rings.** At the same gap, 3, 6, 12 and 60 equal-width rings give 2.72, 1.84, 1.76 and 1.73%. Any non-negative axisymmetric density is a mixture of thin line rings, with $s_n=J_0(k_nr)/J_0(k_nR)$. Using these as columns in the lower bound, evaluated on a fine radial grid, gives 1.726%. In this model, six rings are thus within about 0.12 percentage points of what any such anode in that plane can achieve.

**Gap.** With these six rings, re-optimised at gaps of 2, 4, 6 and 8 cm, the rms is 1.63, 1.53, 1.84 and 2.31%. The rise at large gap agrees with the loss of control through $T_n$. The higher value at 2 cm than at 4 cm comes from the coarse ring steps showing on the wafer: with 60 rings the optimum is about 0.6% at 2 cm and 1.2% at 4 cm.

**Numerical support.** A finite-volume solution of the same linear equations, on 240 radial by 50 axial cells, gave an independent influence matrix with optimum 1.836%, against 1.842% from the modes. In that solution, an anode density built to cancel modes 1 to 3 reduced them from 4.21, 2.39 and 1.58% to below 0.01% in magnitude. Going from 200 to 400 modes moved the optimal rms by less than 0.0001 percentage points.

## Beside a real plating cell

The wafer size, seed thickness and low-acid bath conductivity are meant as rough typical values for copper plating. Film growth causes a large departure. At 3.7 nm/s the copper thickness doubles in about 27 s, halving $R_s$ if resistivity stays fixed. The old currents then give 2.63%, while re-optimised ones give 0.82%, so the currents need a schedule in time. The metal of a ring is nearly equipotential, which does not make its current density uniform; the edge-crowded density of isolated strips and a disc, used as a rough estimate, raises 1.84% to 2.05%. This leaves out the influence of neighbouring rings. With the optimal currents spread uniformly over each ring, the electrolyte potential varies by 0.17 to 0.33 V across the width of a ring (for the even-density pattern, by about 0.01 V at most), so part of a metal ring, even an idle one, can act as a cathode while its net current is not negative. The true shift depends on the anode kinetics. With the same net currents, equipotential rings separated by negligibly thin insulation give about 2.0% for a linear anode resistance of 20 Ω cm² and about 2.3% for 5 Ω cm²; a still lower resistance gives more. In the finite-volume solution with the optimal currents held fixed, full Tafel kinetics changes 1.836% to 1.851%. Adding a uniform 51 µm diffusion layer, with a limiting current density of 114 mA/cm², gives 1.793%. A finer mesh raises these three values by about 0.005 to 0.006 percentage points and leaves their differences nearly unchanged. Discrete contact pins, uneven flow and bath additives are not included; additives can change $\rho$ substantially, so a measured polarisation slope should replace $b/i_0$ in practice. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Wafer radius, anode gap (cm): 15.0 6.0
Conductivity (S/cm): 0.060
Mean current density (mA/cm2): 10.0
Temperature (K): 298.15
Transfer coefficient: 0.50
Seed thickness (nm): 100
Seed resistivity (microohm cm): 2.20
Seed sheet resistance (ohm/sq): 0.220
RT/(alpha F) (mV): 51.39
Kinetic resistance (ohm cm2): 5.139
Seed drop centre to edge, uniform i (mV): 123.8
Total current (A): 7.0686
Ring edges (cm): 0.0 2.5 5.0 7.5 10.0 12.5 15.0
Even-density ring currents (A): 0.196 0.589 0.982 1.374 1.767 2.160
Optimal ring currents (A): 0.000 1.286 0.240 1.397 4.146 0.000
Optimal ring fractions: 0.0000 0.1819 0.0339 0.1976 0.5865 0.0000
Free-sign ring currents (A): 1.427 -3.129 7.642 -7.927 12.547 -3.492
Clipped ring currents (A): 0.467 0.000 2.499 0.000 4.103 0.000
rms even density (%): 5.486
rms optimal (%): 1.842
rms free signs (%): 1.489
rms clipped (%): 5.031
Certificate g_j/q per ring: 1.2065 1.0000 1.0000 1.0000 1.0000 1.7861
Profile radii (cm): 0.0 5.0 10.0 14.0 14.7 15.0
i/i0 even density: 0.9404 0.9468 0.9758 1.0690 1.1273 1.1844
i/i0 optimal: 1.0002 0.9967 1.0069 0.9943 1.0447 1.1010
Needed anode modes s_n, n=1..7: -0.114 -0.233 -0.569 -1.533 -4.367 -12.902 -39.110
Largest |s_n| for non-negative anodes: 2.483 3.332 4.005 4.580 5.090 5.554 5.981
Wafer modes 1-3, even anode (%): 4.207 2.392 1.583
Wafer modes 1-3, cancelling anode (%): -0.0013 -0.0027 -0.0048
Ring counts: 1 3 6 12 60
Optimal rms for these counts (%): 5.4864 2.7185 1.8415 1.7628 1.7287
Lower bound, any non-negative anode (%): 1.7263
Separate groups in use among 60 rings: 3
Gaps (cm): 2.0 4.0 6.0 8.0
Optimal rms for these gaps (%): 1.630 1.533 1.842 2.309
rms shift, 200 to 400 modes (%): 8.26e-05
Largest column mismatch to volumes (rel. to peak): 5.90e-04
Optimal profile mismatch to volumes (i/i0): 1.59e-04
Optimal rms from volume matrix (%): 1.836
Volume rms at optimum: linear, Tafel, Tafel+limit (%): 1.836 1.851 1.793
Volume rms, even anode: linear, Tafel (%): 5.484 5.518
Diffusivity (cm2/s): 5.0e-06
Copper ion concentration (mol/cm3): 6.0e-04
Kinematic viscosity (cm2/s): 0.010
Wafer rotation (rpm): 60
Diffusion layer (micrometre): 51.0
Limiting current density (mA/cm2): 113.6
Copper growth rate (nm/s): 3.675
Time to double seed thickness (s): 27.2
Doubled film, old currents: rms (%): 2.631
Doubled film, new optimum: rms (%): 0.817
Doubled film, new ring currents (A): 0.101 0.762 1.316 0.000 4.545 0.346
Edge-crowded ring density: rms (%): 2.045
```
